# Valley Repopulation and the Softening of C′ in Degenerate n-Type Silicon

## Definitions and conventions

Silicon has six equivalent conduction valleys, two on each cubic axis. Near its minimum, each has energy

\[
E=\frac{k_l^2}{2m_l}+\frac{k_{t1}^2+k_{t2}^2}{2m_t},
\]

where \(k_l\) lies along the valley axis. Formulas are in Hartree atomic units, so \(\hbar=m_e=1\). The electron density is \(n\), and \(E_F\) is measured from the unstrained band edge. The density of states of one valley at \(E_F\), including both spins, is \(g_v\).

The strain tensor \(e_{ij}\) is the symmetric tensor strain, not the engineering shear. A valley in direction \(\hat k\) moves by

\[
\delta_v=\Xi_d\,\mathrm{Tr}\,e+\Xi_u\,\hat k\cdot e\cdot\hat k ,\qquad \Xi_u>0 .
\]

The elastic constant of interest is \(C'=(C_{11}-C_{12})/2\). For a diagonal strain with entries \(e_1,e_2,e_3\), the elastic energy density is

\[
U=\tfrac12C_{11}\sum_i e_i^2+C_{12}(e_1e_2+e_2e_3+e_3e_1).
\]

If the strain is traceless, squaring \(e_1+e_2+e_3=0\) gives \(e_1e_2+e_2e_3+e_3e_1=-\frac12\sum_i e_i^2\). Therefore

\[
U=C'\sum_i e_i^2 .
\]

For the tetragonal shear \(e=\mathrm{diag}(-s/2,-s/2,s)\), the sum is \(3s^2/2\).

The model takes the valleys as rigid and parabolic, the donors as fully ionized, and the strain as slow enough for electrons to reach equilibrium between valleys. The first calculations are at zero temperature.

## Simple case: two valleys

Let two equal valleys share \(n\) electrons, and let strain move them by \(+\Delta\) and \(-\Delta\). Write \(\varepsilon(n_v)\) for the kinetic energy density of one valley. Adding an electron costs the valley's Fermi energy, so \(\varepsilon'(n_v)\) is that energy. Its derivative is

\[
\varepsilon''(n_v)=\frac{dE_F}{dn_v}=\frac1{g_v}.
\]

Move a density \(y\) from the upper to the lower valley. The terms linear in \(\varepsilon'\) cancel, and to second order the energy changes by

\[
\Delta U(y)=2\cdot\frac{y^2}{2g_v}-2\Delta y=\frac{y^2}{g_v}-2\Delta y .
\]

The minimum is at \(y=g_v\Delta\). The kinetic cost is then \(+g_v\Delta^2\) and the gain from the shifts is \(-2g_v\Delta^2\), leaving

\[
\Delta U=-g_v\Delta^2 .
\]

An energy that falls quadratically with strain reduces a stiffness. The electrons cannot follow the strain if they are held in their valleys: then \(y=0\) and the softening vanishes.

The opposite limit is a large splitting. Once the upper valley is empty, the energy is \(\varepsilon(n)-n\Delta\). It is linear in \(\Delta\), so it has no curvature and gives no further softening. The quadratic law therefore needs a splitting small compared with \(E_F\).

## Six valleys

Now let the populations change by \(\delta n_v\), with \(\sum_v\delta n_v=0\). To second order,

\[
\Delta U=n\bar\delta+\sum_v\left[\frac{(\delta n_v)^2}{2g_v}+\delta_v\,\delta n_v\right],
\qquad \bar\delta=\frac16\sum_v\delta_v .
\]

The first term is the shift of the unchanged populations. Minimizing with a Lagrange multiplier \(\lambda\) for the fixed density gives \(\delta n_v/g_v+\delta_v=\lambda\). Summing over valleys gives \(\lambda=\bar\delta\), hence

\[
\delta n_v=-g_v(\delta_v-\bar\delta).
\]

Because \(\sum_v(\delta_v-\bar\delta)=0\), we also have \(\sum_v\delta_v(\delta_v-\bar\delta)=\sum_v(\delta_v-\bar\delta)^2\). The kinetic cost contributes \(+\frac12\) and the shift gain \(-1\):

\[
\Delta U=n\bar\delta-\frac{g_v}{2}\sum_v(\delta_v-\bar\delta)^2 .
\]

For traceless diagonal strain, \(\delta_v=\Xi_ue_i\) and \(\bar\delta=0\). Each axis carries two valleys, so

\[
\Delta U=-\frac{g_v}{2}\,2\,\Xi_u^2\sum_i e_i^2=-g_v\Xi_u^2\sum_i e_i^2 .
\]

Comparison with \(U=C'\sum_i e_i^2\) gives

\[
\boxed{\Delta C'=-g_v\Xi_u^2 .}
\]

Two other strains test the symmetry of this result. A uniform dilation moves all valleys together, so repopulation leaves the bulk modulus \(B=(C_{11}+2C_{12})/3\) unchanged. Since \(C_{11}=B+4C'/3\) and \(C_{12}=B-2C'/3\),

\[
\Delta C_{11}=\tfrac43\Delta C',\qquad \Delta C_{12}=-\tfrac23\Delta C' .
\]

For a shear \(e_{xy}\), \(\hat k\cdot e\cdot\hat k=0\) on every cubic axis. There is no repopulation contribution to \(C_{44}\) in this model. This does not mean that doping leaves \(C_{44}\) unchanged in real silicon. The same shear couples the two lowest conduction bands, which shifts some valleys quadratically in strain and changes their masses. Both effects are left out here.

## Where the cube root comes from

Rescale the momentum by \(k_i=\sqrt{m_i/m_d}\,p_i\), with

\[
m_d=(m_lm_t^2)^{1/3}.
\]

The Jacobian is \(\sqrt{m_lm_t^2/m_d^3}=1\), and the energy becomes \(p^2/(2m_d)\). The occupied ellipsoid is thus counted as a sphere of radius \(k_F\):

\[
\frac n6=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2},
\qquad k_F=\left(\frac{\pi^2n}{2}\right)^{1/3}.
\]

Differentiating \(n_v=k^3/(3\pi^2)\), with \(dk/dE=m_d/k\), gives

\[
g_v=\frac{k_F^2}{\pi^2}\frac{m_d}{k_F}=\frac{m_dk_F}{\pi^2}.
\]

Since \(k_F/\pi^2=[\pi^2n/(2\pi^6)]^{1/3}\),

\[
\boxed{\Delta C'=-m_d\Xi_u^2\left(\frac{n}{2\pi^4}\right)^{1/3}.}
\]

In SI units the prefactor \(m_d\) becomes \(m_d/\hbar^2\), with \(m_d\) in kilograms. An equivalent form follows from \(n_v\propto E_F^{3/2}\), which gives \(g_v=3(n/6)/(2E_F)=n/(4E_F)\):

\[
\Delta C'=-\frac{n\Xi_u^2}{4E_F}.
\]

The numerator grows as \(n\) and the Fermi energy as \(n^{2/3}\); their ratio grows as \(n^{1/3}\). Adding electrons increases the response, but less than in proportion: moving a given small fraction of a valley's electrons costs a kinetic energy per moved electron proportional to \(E_F\), which rises with density.

## A worked case at zero temperature

Take \(n=10^{20}\ \mathrm{cm^{-3}}=1.4818\times10^{-5}\ \mathrm{bohr^{-3}}\), a density relevant to heavily phosphorus-doped silicon resonators. Rough typical inputs are \(m_l=0.92\), \(m_t=0.19\), \(\Xi_u=9\) eV and an undoped \(C'\) of 51 GPa. They give \(m_d=0.3214\), \(k_F=0.04182\ \mathrm{bohr^{-1}}\) and \(E_F=0.0740\) eV. Then

\[
g_v=\frac{0.3214\times0.04182}{\pi^2}=1.362\times10^{-3}\ \mathrm{hartree^{-1}\,bohr^{-3}},
\]

\[
\Delta C'=-(0.33074)^2(1.362\times10^{-3})
=-1.490\times10^{-4}\ \mathrm{hartree/bohr^3}=-4.38\ \mathrm{GPa}.
\]

This is 8.6% of the undoped \(C'\). The associated changes are \(\Delta C_{11}=-5.84\) GPa and \(\Delta C_{12}=+2.92\) GPa.

As a test, six shifted valleys were filled explicitly to a common Fermi level and the total energy was differentiated numerically. Tetragonal strain and the orthorhombic strain \(\mathrm{diag}(s,-s,0)\) both gave \(-4.383\) GPa, as the formula does. Raising the density eightfold multiplied the softening by 2.00001, against the cube-root value of 2.

## The limit of finite strain

For \(e=\mathrm{diag}(-s/2,-s/2,s)\), the two groups of valleys are split by \(3\Xi_u|s|/2\). If \(s>0\), two valleys rise and four fall. When the upper two are just empty, the other four are filled to \((6/4)^{2/3}E_F\) above their edge. Equating this to the splitting gives

\[
s_+=\frac23\left(\frac32\right)^{2/3}\frac{E_F}{\Xi_u}=0.72\% .
\]

If \(s<0\), four valleys rise and two must hold all the electrons, so

\[
|s_-|=\frac23\,3^{2/3}\frac{E_F}{\Xi_u}=1.14\% .
\]

Beyond these strains the electronic energy is linear in \(s\), as in the two-valley case.

The asymmetry appears earlier as a cubic term. From \(\varepsilon''\propto n_v^{-1/3}\), \(\varepsilon'''=-1/(3g_vn_v)\). Because the energy is stationary in the populations, its third-order term can be evaluated with the first-order transfer \(\delta n_v=-g_v\delta_v\):

\[
\Delta U_3=\frac{\varepsilon'''}6\sum_v(\delta n_v)^3
=\frac{g_v^2}{18n_v}\sum_v\delta_v^3 .
\]

Here \(\sum_v\delta_v^3=2\Xi_u^3s^3(1-\frac18-\frac18)=\frac32\Xi_u^3s^3\). Dividing by the quadratic energy \(-\frac32g_v\Xi_u^2s^2\), and using \(g_v/n_v=3/(2E_F)\), gives

\[
\frac{\Delta U}{\Delta U_2}=1-\frac{\Xi_us}{12E_F}+O(s^2).
\]

At \(s=\pm0.001\) the linear correction is \(\mp0.010\). Direct filling gives ratios of 0.9892 and 1.0095, whose half-difference is 0.010. The quadratic energy is therefore good to about 1% at this strain. The local stiffness is less accurate: differentiating the cubic term twice triples its relative weight, so the electronic contribution to the stiffness differs from its small-strain value by about 3%.

## Finite temperature and the loss of the cube root

At finite temperature the valley's kinetic energy density is replaced by its free energy density. The second derivative of the latter with respect to \(n_v\) is \(\partial\mu/\partial n_v\), so the same minimization gives

\[
\Delta C'=-\Xi_u^2\frac{\partial n_v}{\partial\mu}.
\]

For \(g(E)=A\sqrt E\), the low-temperature expansion of the population is

\[
n_v=\frac23A\mu^{3/2}\left[1+\frac{\pi^2}{8}\left(\frac{k_BT}{\mu}\right)^2+\cdots\right].
\]

At fixed density this requires \(\mu=E_F[1-(\pi^2/12)(k_BT/E_F)^2]\). Differentiation at fixed temperature gives

\[
\frac{\partial n_v}{\partial\mu}=A\mu^{1/2}\left[1-\frac{\pi^2}{24}\left(\frac{k_BT}{\mu}\right)^2+\cdots\right].
\]

The lowered \(\mu\) supplies another factor \(1-(\pi^2/24)(k_BT/E_F)^2\). Hence

\[
\frac{\Delta C'(T)}{\Delta C'(0)}=1-\frac{\pi^2}{12}\left(\frac{k_BT}{E_F}\right)^2+\cdots .
\]

In the dilute limit, \(n_v\propto e^{\mu/k_BT}\). Then \(\partial n_v/\partial\mu=n/(6k_BT)\), and

\[
\Delta C'=-\frac{n\Xi_u^2}{6k_BT}.
\]

The softening is now linear in density. The cube root belongs to the degenerate regime \(k_BT\ll E_F\).

At 300 K and \(10^{20}\ \mathrm{cm^{-3}}\), \(E_F/k_BT=2.86\), which is only moderately degenerate. The full thermal integral gives \(\Delta C'=-3.85\) GPa, or 7.5% of the undoped value. Its thermal factor is 0.877; the leading low-temperature formula gives 0.900.

| \(n\) (cm⁻³) | \(\Delta C'\), 0 K (GPa) | \(\Delta C'\), 300 K (GPa) | exponent, 300 K |
|---|---:|---:|---:|
| \(10^{18}\) | −0.94 | −0.08 | 0.99 |
| \(10^{19}\) | −2.03 | −0.74 | 0.89 |
| \(10^{20}\) | −4.38 | −3.85 | 0.50 |
| \(2\times10^{20}\) | −5.52 | −5.26 | 0.41 |

The exponent is \(d\ln|\Delta C'|/d\ln n\) at fixed temperature. It approaches one in the dilute limit and falls towards one third as degeneracy increases. At room temperature, even \(2\times10^{20}\ \mathrm{cm^{-3}}\) has not reached the cube-root law. The lowest-density row describes the ionized-gas model. At low temperature, real donors at that density would bind their electrons, and ionization is incomplete even at 300 K: a simple isolated-donor model with a 45 meV binding energy leaves about a quarter of them bound.

Isothermal and adiabatic values of \(C'\) agree here. The part of the entropy linear in strain is proportional to \(\sum_v\delta_v\), which vanishes for this shear. The adiabatic temperature change thus starts at second order in strain and cannot alter the quadratic elastic energy.

## Interactions, band shape and relaxation

Exchange favours unequal valley populations. For one spherical valley, the overlap of two Fermi spheres displaced by \(q\) gives, with \(x=q/(2k_F)\) and permittivity \(\kappa\),

\[
\varepsilon_x=-\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{\kappa q^2}\,
\frac{k_F^3}{6\pi^2}\left(1-\frac32x+\frac12x^3\right)
=-\frac{k_F^4}{4\pi^3\kappa}.
\]

The integral over \(x\) from 0 to 1 is \(3/8\). For the ellipsoid, momentum rescaling multiplies this energy by

\[
S=\int_0^1\frac{dc}{(m_t/m_d)(1-c^2)+(m_l/m_d)c^2}=0.949 .
\]

Since \(dk_F/dn_v=\pi^2/k_F^2\), two derivatives give \(\varepsilon_x''=-\pi S/(\kappa k_F^2)\). Replacing \(1/g_v\) by \(1/g_v+\varepsilon_x''\) multiplies the zero-temperature softening by

\[
\left(1-\frac{Sm_d}{\pi\kappa k_F}\right)^{-1}=1.25
\quad\text{for }\kappa=11.7 .
\]

With a fixed Thomas–Fermi screening wave number \(k_s=(24\pi g_v/\kappa)^{1/2}=2.24k_F\), the factor drops to 1.05. The screening wave number itself changes at second order in the transfer; letting it follow the populations gives 1.06. Neither estimate includes exchange between valleys or a full treatment of correlation.

Nonparabolicity can be estimated from \(E(1+\alpha E)=k^2/(2m_d)\). Differentiation multiplies \(g_v\) by \(1+2\alpha E\). At fixed density \(k_F\) is unchanged, so this factor equals \(\sqrt{1+4\alpha E_F}\), where \(E_F\) is the parabolic value. A rough \(\alpha=0.5\ \mathrm{eV^{-1}}\) gives 1.07.

If populations relax to their instantaneous equilibrium in a time \(\tau\), then \(\dot n_v=-(n_v-n_v^{\rm eq})/\tau\). For a drive \(e^{-i\omega t}\), the response is \(1/(1-i\omega\tau)\), whose in-phase part is \(1/(1+\omega^2\tau^2)\). At 100 MHz and a rough \(\tau=1\) ps, \(\omega\tau=6.3\times10^{-4}\), so the lost fraction is negligible. For \(\omega\tau\gg1\), repopulation no longer softens the crystal.

## The resonator and the limits of the model

For a resonator mode governed by \(C'\) alone, frequency varies as \(\sqrt{C'}\) at fixed geometry and mass density. The 300 K model result lowers it by 3.8%. The electronic term also becomes weaker on heating, with a slope of \(+3.3\) MPa/K, or \(+64\) ppm/K relative to 51 GPa. Undoped silicon softens on heating by roughly tens of ppm/K, so the two trends oppose each other. Real devices can have fewer free electrons than dopants. Near \(10^{20}\ \mathrm{cm^{-3}}\), the exponent 0.50 means that 10% fewer electrons reduce the softening by about 5%.

Disorder is not a small energy scale here. A rough mobility of \(100\ \mathrm{cm^2/Vs}\) implies \(\hbar/(2\tau_m)=0.022\) eV, where \(\tau_m\) is the momentum relaxation time; this is 30% of \(E_F\). Here the mobility is the elementary charge times \(\tau_m/m_c\), with the conductivity mass \(m_c=3/(1/m_l+2/m_t)=0.26\) electron masses. Replacing \(\sqrt{E_F}\) by \(\mathrm{Re}\sqrt{E_F+i\hbar/(2\tau_m)}\) raises the density of states by 1% at fixed \(E_F\). The sign and size depend on the line shape and on what is held fixed: a Gaussian broadening of the same half-width at fixed density lowers it by about 2%. Mobilities at this doping are often nearer \(75\ \mathrm{cm^2/Vs}\), which makes the broadening about 40% of \(E_F\) and roughly doubles both changes. Neither estimate is a complete theory of the disordered response.

For the diagonal strains that define \(C'\), quadratic shifts of the band edges would add terms linear in \(n\), with a coefficient not calculated here. If their coefficient is comparable with \(\Xi_u\), their scale is \(n\Xi_u=0.14\) GPa, about 3% of the zero-temperature softening. The dopants occupy 0.2% of lattice sites, and their direct effect on the bonds is also omitted. The input \(\Xi_u\) matters more: because it enters squared, a 10% change in it moves \(\Delta C'\) by about 20%. The calculated \(-3.8\) GPa is therefore an estimate with an uncertainty of tens of per cent, not a prediction to its printed digits. Further values are in the numerical output.

## Values computed for the example and the checks

```
electron density n = 1.0e+20 cm^-3 = 1.4818e-05 bohr^-3
temperature = 300 K, kT = 0.02585 eV
m_l = 0.92, m_t = 0.19, m_d = 0.3214 electron masses
Xi_u = 9.0 eV = 0.33074 hartree
undoped C' = 51.0 GPa
k_F = 0.04182 bohr^-1 = 0.7902 nm^-1
E_F = 2.7201e-03 hartree = 0.07402 eV
E_F/kT = 2.863
g_v = 1.3619e-03 hartree^-1 bohr^-3
g_v = 3.3776e+20 eV^-1 cm^-3
k-grid count / (n/6) = 1.00003
dC' at 0 K, formula = -1.4898e-04 hartree/bohr^3 = -4.383 GPa
dC' at 0 K, filled valleys, tetragonal = -4.383 GPa
dC' at 0 K, filled valleys, orthorhombic = -4.383 GPa
dC11 at 0 K = -5.844 GPa, dC12 = 2.922 GPa
ratio of dC' at 8n and n, filled valleys = 2.00001
dC'/C' at 0 K = -8.59 percent
dC' at 300 K = -3.845 GPa
dC' at 300 K, free-energy curvature = -3.845 GPa
dC'/C' at 300 K = -7.54 percent
frequency shift of pure C' mode, 300 K = -3.84 percent
thermal factor at 300 K = 0.8773
low-temperature formula for that factor = 0.8997
slope d(dC')/dT at 300 K = 3.281 MPa/K
slope over undoped C' = 64.3 ppm/K
n (cm^-3) | dC' 0 K (GPa) | dC' 300 K (GPa) | exponent 300 K
1e+18 | -0.944 | -0.083 | 0.987
1e+19 | -2.035 | -0.742 | 0.888
5e+19 | -3.479 | -2.592 | 0.637
1e+20 | -4.383 | -3.845 | 0.504
2e+20 | -5.523 | -5.257 | 0.407
emptying strain, s > 0 = 0.718 percent
emptying strain, s < 0 = 1.140 percent
energy / quadratic law at s = +0.001: 0.9892
energy / quadratic law at s = -0.001: 1.0095
relative permittivity = 11.7, ellipsoid factor S = 0.9486
bare-exchange gain at 0 K = 1.2475
screening wave number / k_F = 2.240
screened-exchange gain at 0 K = 1.0545
nonparabolicity = 0.5 eV^-1, gain = 1.0715
mobility = 100 cm2/Vs, hbar/(2 tau) = 0.0224 eV
density-of-states gain from broadening at fixed E_F = 1.0111
linear-in-n scale n*Xi_u = 0.144 GPa
E_F/Xi_u = 0.82 percent
dopant site fraction = 0.200 percent
intervalley time = 1 ps, f = 100 MHz
omega*tau = 6.28e-04, lost softening = 3.9e-07
```
